# Legendre transformation of a ternary convex hull into chemical-potential space

A ternary system A-B-C has a finite list of phases $i$, each with fixed atomic fractions $(x_{A,i},x_{B,i},x_{C,i})$ and formation energy $e_i$ per atom. The elements are on the list with energy zero. The problem is to carry the convex hull of these energies over to the space of chemical potentials and to find what becomes of its compounds, facets and tie lines.

The phases are bulk phases at zero temperature and pressure, without interface energies. If a composition has several polymorphs, the lowest is kept. A phase whose energy merely equals that of a mixture of others is left out until part (f); leaving it out does not change the hull. Energies are in hartree in the algebra, where no physical constant appears, and in eV in the numbers.

Since the fractions sum to one, two suffice: $x=(x_B,x_C)$. The chemical potentials $\mu_A,\mu_B,\mu_C$ are measured from the elements, and

$$m=(m_B,m_C)=(\mu_B-\mu_A,\ \mu_C-\mu_A).$$

The example uses round model energies in eV/atom: AB $-0.40$, BC $-0.30$, AC $-0.20$, ABC $-0.50$, A$_3$B$_2$C $-0.45$ and AB$_2$C $-0.34$. They describe no particular material.

## (a) From the hull to the chemical potentials

**Question.** The hull energy $E(x)$ is the lowest energy per atom of any mixture with overall composition $x$. Find its Legendre transform $\phi(m)=\min_x[E(x)-m\cdot x]$ in terms of the phases, and give its physical meaning.

**Solution.** A mixture has atomic weights $w_i\ge0$ with $\sum_iw_i=1$ and $\sum_iw_ix_i=x$, so

$$E(x)=\min_w\sum_iw_ie_i .$$

For any mixture,

$$\sum_iw_ie_i-m\cdot x=\sum_iw_i(e_i-m\cdot x_i).$$

A weighted mean is no lower than its smallest member, and a pure phase attains that member. Hence

$$\phi(m)=\min_i\,(e_i-m\cdot x_i).\tag{1}$$

In equilibrium no phase can form with a gain of energy from atoms supplied at the given potentials, and a phase that is present costs nothing to form. Therefore $\sum_cx_{c,i}\mu_c\le e_i$ for every $i$, with equality for those present. Using $x_A=1-x_B-x_C$,

$$\sum_cx_c\mu_c=\mu_A+x_B(\mu_B-\mu_A)+x_C(\mu_C-\mu_A)=\mu_A+m\cdot x .$$

The conditions become $\mu_A\le e_i-m\cdot x_i$, with equality for at least one phase. So $\mu_A=\phi(m)$, and the stable phases at $m$ are those that attain the minimum in (1). The other potentials are $\mu_B=\phi+m_B$ and $\mu_C=\phi+m_C$.

## (b) The way back

**Question.** Can $E(x_0)$ be recovered from $\phi$ at a composition $x_0$ containing all three elements?

**Solution.** By definition $\phi(m)\le E(x_0)-m\cdot x_0$, so

$$F(m)\equiv\phi(m)+m\cdot x_0=\min_i\,[e_i-m\cdot(x_i-x_0)]\le E(x_0).$$

It remains to show that some $m$ gives equality.

First, $F$ has a maximum. Let $r_c$ be the vectors from $x_0$ to the three elements. They span the plane and satisfy $\sum_cx_{c}r_c=0$, where the $x_c>0$ are the fractions at $x_0$. For $m\neq0$ the numbers $m\cdot r_c$ are not all zero but have zero weighted sum, so the largest is positive. On the circle $|m|=1$ this largest number has a positive minimum $\kappa$. The elements have zero energy, so $F(m)\le-\kappa|m|$. The continuous function $F$ thus falls without limit in all directions and reaches a maximum at some $m^*$.

Next, let $T$ be the set of phases that attain the minimum in $F(m^*)$, and let $r_i=x_i-x_0$. Suppose that $x_0$ were not a mixture of the compositions in $T$. Then the convex hull of these $r_i$ would miss the origin. Let $d\ne0$ be its point nearest the origin. Moving from $d$ towards $r_i$ cannot shorten the distance, so $d\cdot(r_i-d)\ge0$ and $d\cdot r_i\ge|d|^2>0$. Replacing $m^*$ by $m^*-sd$ with small $s>0$ would raise every term in $T$ by $s\,d\cdot r_i$, while the other terms would stay above them. $F$ would increase, which is impossible at a maximum.

So $x_0=\sum_{i\in T}w_ix_i$ for some weights. All terms in $T$ equal $F(m^*)$, hence

$$F(m^*)=\sum_{i\in T}w_i[e_i-m^*\cdot(x_i-x_0)]=\sum_{i\in T}w_ie_i\ge E(x_0).$$

With the earlier inequality this gives

$$E(x_0)=\max_m\,[\phi(m)+m\cdot x_0].\tag{2}$$

On the rim of the composition triangle $E$ follows from its interior values, since the hull of finitely many points is piecewise linear and continuous up to the rim. The hull and $\phi$ therefore carry the same information.

## (c) The region of one compound

**Question.** Let $k$ be a ternary compound. For which $m$ is it stable? What shape is this region, and when does it have an area?

**Solution.** By (1), $k$ is stable where $e_k-m\cdot x_k\le e_j-m\cdot x_j$ for all $j$:

$$P_k=\{m:\ m\cdot(x_j-x_k)\le e_j-e_k\ \text{ for all } j\ne k\}.\tag{3}$$

Each condition is a half-plane. An intersection of half-planes is convex, and with finitely many of them its boundary consists of straight pieces.

To decide whether $P_k$ has an area, let $E_{-k}$ be the hull energy without $k$, and define

$$\delta_k=E_{-k}(x_k)-e_k .$$

Applying (2) to the competitors and subtracting $e_k$ gives

$$\delta_k=\max_m\min_{j\neq k}\,[e_j-e_k-m\cdot(x_j-x_k)].\tag{4}$$

The bracket is the margin by which $k$ beats $j$. If $\delta_k>0$, some $m$ satisfies all conditions in (3) strictly. A small disc around it does so too, and $P_k$ has an area. If $\delta_k<0$, no $m$ satisfies them all and $P_k$ is empty. If $\delta_k=0$, there is no interior point, because at such a point every margin would be positive: a non-constant linear function that is nonnegative throughout a disc is positive at its centre.

The region is also bounded. The elements require $\mu_c\le0$, and on $P_k$ we have $\sum_cx_{c,k}\mu_c=e_k$. Since the other two terms are not positive, $x_{c,k}\mu_c\ge e_k$, so

$$\frac{e_k}{x_{c,k}}\le\mu_c\le0 .$$

Thus each ternary compound with $\delta_k>0$ occupies a bounded convex polygon. In the space of all three potentials this is a piece of the plane $\sum_cx_{c,k}\mu_c=e_k$.

The bound needs all three fractions to be nonzero. For a stable binary AB compound, $x_C=0$. Lowering $m_C$ leaves $e_j-m\cdot x_j$ unchanged for phases without C and raises it for the rest, so the region extends without end. Relabelling the elements covers the other binaries, and the same step shows that the regions of the elements are unbounded.

## (d) Corners and facets

**Question.** What does a corner of $P_k$ correspond to on the hull?

**Solution.** A hull facet lies in a plane $e=\mu_A+m\cdot x$ that passes through at least three phases with non-collinear compositions and has no phase below it. At the pure compositions $(0,0)$, $(1,0)$ and $(0,1)$ this plane has the heights $\mu_A$, $\mu_B$ and $\mu_C$.

At a corner of $P_k$ two non-parallel boundary lines cross. There $k$ ties with phases $i$ and $j$ for which $x_i-x_k$ and $x_j-x_k$ are not parallel. The plane with slope $m$ and height $\phi(m)$ passes through all three phases, and by (1) no phase lies below it. It therefore contains a facet with $k$ as a member.

Conversely, the slope of a facet containing $k$ satisfies (3), with equality on two non-parallel lines. A segment inside $P_k$ with this point in its interior would have to run along both lines, which is impossible, so the point is a corner. Two facets cannot share a slope, because $m$ fixes $\phi(m)$ and with it the plane. The facets containing $k$ and the corners of $P_k$ thus correspond one to one.

## (e) Edges and tie lines

**Question.** Call the segment between two phases a tie line if they coexist without a third at some $m$. What does a tie line become, and in which direction does it run?

**Solution.** Start from an edge of $P_k$, on which $k$ ties with some $j$. At an inner point of the edge, a tie with a phase not collinear with $k$ and $j$ would fix $m$ and make the point a corner. A tie with a further phase on the same line is excluded as well: one of the three phases would lie between the other two with the energy of their mixture, and such phases were left out. So $k$ and $j$ coexist alone, and the edge belongs to a tie line.

Now start from a tie line $k$-$j$. Where the two coexist alone, move $m$ by a small step $d$ that keeps them tied. Subtracting the tie conditions before and after the step gives

$$d\cdot(x_j-x_k)=0.\tag{5}$$

The other phases stay above for small steps, so a whole segment belongs to $P_k$ and $P_j$. Since $P_k$ is bounded, the segment ends on both sides where a further phase ties, that is, at the images of two facets containing $k$ and $j$. A tie line of a ternary compound is therefore a polygon edge joining the images of the two facets that share it. A tie line that crosses the interior of the composition triangle between binaries or elements also gives a finite segment, although their regions are unbounded. An element $l$ lies on each side of the line, and its margin over the tied pair, which changes by $-d\cdot(x_l-x_k)$, falls without limit for one of them in either direction.

Equation (5) says that the edge is perpendicular to the tie line when $(x_B,x_C)$ and $(m_B,m_C)$ are both drawn on Cartesian axes. If the compositions are drawn in an equilateral triangle while $(m_B,m_C)$ stays on Cartesian axes, this right angle is in general lost. It is kept if $(\mu_A,\mu_B,\mu_C)$ is instead projected along $(1,1,1)$ onto the plane of that triangle. Along the edge $\sum_c\Delta\mu_c\,(x_{c,j}-x_{c,k})=0$, and since the differences $x_{c,j}-x_{c,k}$ sum to zero, the projection leaves this product unchanged.

For a tie line $k$-$j$ on the rim of the composition triangle, every other composition lies either on the same side of the triangle or towards its interior. Take $d$ perpendicular to the tie line and pointing out of the triangle. A step $sd$ changes the margin of a phase $l$ over the tied pair by $-s\,d\cdot(x_l-x_k)$. For $s>0$ this is zero for phases on the same side of the triangle and positive for the rest, so the pair stays tied and lowest however far one goes. For $s<0$ the margin of the element at the opposite corner falls without limit, so after a finite step some phase off the line ties, at the image of the facet containing the tie line. The image is therefore a ray starting at that point.

## (f) Limiting cases

**Question.** What happens when four phases lie in one facet, and when $\delta_k$ tends to zero?

**Solution.** Four coplanar phases share one slope, so the facet still gives one corner. Suppose they form a quadrilateral. Where its diagonals cross, the two diagonal pairs give mixtures of equal composition and energy. If one pair attains the minimum in (1), the mean of $e_i-m\cdot x_i$ over the other pair equals this minimum, so that pair attains it too. Neither pair coexists alone, and a diagonal gives no edge.

For small $\delta_k$, let $x_k$ lie inside a triangular facet of the competitors' hull, with slope $m^*$. At $m^*$ the three phases of this facet have margin $\delta_k$, and every other phase has margin $\delta_k+g_j$ with fixed $g_j>0$. Setting $m=m^*+\delta_kv$ turns the three conditions into

$$v\cdot(x_j-x_k)\le1,$$

which is a fixed triangle. The other conditions, $\delta_kv\cdot(x_j-x_k)\le\delta_k+g_j$, hold throughout it once $\delta_k$ is small enough. The polygon is then a triangle with area proportional to $\delta_k^2$, and it shrinks to the point $m^*$.

This law needs $x_k$ inside the facet. Let $x_k$ lie instead on an inner tie line $i$-$j$ of the competitors, at distances $a$ and $b$ from its ends, and let the image of this tie line be an edge of length $L$. All along that edge $i$ and $j$ have margin $\delta_k$ and no other phase has less. A step $t$ in the direction from $x_k$ towards $x_i$ changes the two margins to $\delta_k-ta$ and $\delta_k+tb$, so the region is a strip of width $\delta_k(1/a+1/b)$ about the edge. Its area is $L\delta_k(1/a+1/b)$ to leading order, linear in $\delta_k$, and it shrinks to the edge, not to a point. In the example AB$_2$C lies on the tie line ABC-B, with $a=\sqrt5/12$, $b=\sqrt5/4$ and $L=\sqrt5/10$ eV. If its energy were lowered just below the hull, its area in eV$^2$ would start as $1.6\,\delta$, with $\delta$ in eV/atom.

## (g) The polygon of ABC

**Question.** Find the corners, edges and area of the region of ABC, compare the area with that left by the elements alone, and examine the other two ternaries.

**Solution.** The facet AB-ABC-A$_3$B$_2$C shows how a corner is found. Multiplying each tie condition by the number of atoms in the formula gives, in eV,

$$\mu_A+\mu_B=-0.80,\quad \mu_A+\mu_B+\mu_C=-1.50,\quad 3\mu_A+2\mu_B+\mu_C=-2.70 .$$

The first two give $\mu_C=-0.70$. The third becomes $3\mu_A+2\mu_B=-2.00$. Subtracting twice the first leaves $\mu_A=-0.40$, so $\mu_B=-0.40$ and $m=(0,-0.30)$.

Six facets contain ABC. In order around the polygon, their other two phases and slopes are:

- B, AB: $(0.80,\,0.10)$ eV
- B, BC: $(0.90,\,0.30)$ eV
- C, BC: $(0.30,\,0.90)$ eV
- C, AC: $(-0.70,\,0.40)$ eV
- AC, A$_3$B$_2$C: $(-1.05,\,-0.30)$ eV
- AB, A$_3$B$_2$C: $(0,\,-0.30)$ eV

Neighbouring corners share one phase besides ABC, which names the edge between them. The edge towards B is $(0.10,0.20)$ eV, with length $0.224$ eV. The tie line from ABC to B is $(2/3,-1/3)$, and the scalar product is $0.2/3-0.2/3=0$, as (5) requires.

For the area, sum $m_Bm_C'-m_B'm_C$ over successive corners $m,m'$:

$$\tfrac12(0.15+0.72+0.75+0.63+0.315+0.24)=1.4025\ \text{eV}^2 .$$

With the elements as sole competitors, the limits are $\mu_c\le0$. In the $(\mu_A,\mu_B)$ plane they leave a right triangle with legs $|e_k|/x_A$ and $|e_k|/x_B$. To convert its area, write

$$\mu_A=e_k-x_Bm_B-x_Cm_C,\qquad \mu_B=\mu_A+m_B=e_k+(1-x_B)m_B-x_Cm_C .$$

The determinant of this map from $m$ to $(\mu_A,\mu_B)$ is

$$(-x_B)(-x_C)-(-x_C)(1-x_B)=x_C .$$

Areas in the $m$ plane are thus larger by $1/x_C$, and the triangle has area

$$\frac{e_k^2}{2x_Ax_Bx_C}=\frac{0.25}{2/27}=3.375\ \text{eV}^2 .$$

The competing compounds leave ABC about 42% of it.

Without ABC, the best mixture at its composition has atomic weights $2/3$ of A$_3$B$_2$C, $2/9$ of BC and $1/9$ of C. Its energy is $\tfrac23(-0.45)+\tfrac29(-0.30)=-0.3667$ eV/atom, so

$$\delta_{\rm ABC}=-0.3667+0.5000=0.1333\ \text{eV/atom}=4.900\ \text{mHa/atom}.$$

By (4) this is also the largest margin inside the polygon, reached at $m=(-0.10,0.50)$ eV.

A$_3$B$_2$C has four corners, an area of $0.4725$ eV$^2$ and $\delta=0.0667$ eV/atom. It shares an edge of length $1.05$ eV with ABC. For AB$_2$C, $\delta=-0.035$ eV/atom, so no chemical potentials make it stable.

Both limits of part (f) can be reached by raising the energy of ABC. An equal mixture of AB and BC, by atoms, has the composition of $\tfrac34$ ABC and $\tfrac14$ B. The four phases are coplanar when $\tfrac34e_{\rm ABC}=-0.35$, or $e_{\rm ABC}=-0.4667$ eV/atom. The edge towards B has then shrunk to a point, and five corners remain.

Nearer to instability, $\delta=0.002$ and $0.001$ eV/atom give areas of $4.860\times10^{-4}$ and $1.215\times10^{-4}$ eV$^2$, in the ratio 4. Extending this quadratic law to $\delta=0.1333$ eV/atom would give about $2.16$ eV$^2$, more than the true $1.40$ eV$^2$. The law leaves out the competitors outside the decomposition triangle, which supply three of the six edges there.

The numerical check finds the facets and the polygons separately and compares them. The derivation used fixed compositions throughout. A phase with a continuous range of composition is not described by a single $x_k$, and (3) does not apply to it as it stands.

## Numbers as computed

```
A      x_B=0.0000 x_C=0.0000 e=0.00 eV/atom
B      x_B=1.0000 x_C=0.0000 e=0.00 eV/atom
C      x_B=0.0000 x_C=1.0000 e=0.00 eV/atom
AB     x_B=0.5000 x_C=0.0000 e=-0.40 eV/atom
BC     x_B=0.5000 x_C=0.5000 e=-0.30 eV/atom
AC     x_B=0.0000 x_C=0.5000 e=-0.20 eV/atom
ABC    x_B=0.3333 x_C=0.3333 e=-0.50 eV/atom
A3B2C  x_B=0.3333 x_C=0.1667 e=-0.45 eV/atom
AB2C   x_B=0.5000 x_C=0.2500 e=-0.34 eV/atom
Facets and their chemical potentials mu_A, mu_B, mu_C (eV):
  A-AB-A3B2C       0.0000  -0.8000  -1.1000  m=(-0.8000, -1.1000)
  A-AC-A3B2C       0.0000  -1.1500  -0.4000  m=(-1.1500, -0.4000)
  B-AB-ABC        -0.8000   0.0000  -0.7000  m=(0.8000, 0.1000)
  B-BC-ABC        -0.9000   0.0000  -0.6000  m=(0.9000, 0.3000)
  C-BC-ABC        -0.9000  -0.6000   0.0000  m=(0.3000, 0.9000)
  C-AC-ABC        -0.4000  -1.1000   0.0000  m=(-0.7000, 0.4000)
  AB-ABC-A3B2C    -0.4000  -0.4000  -0.7000  m=(0.0000, -0.3000)
  AC-ABC-A3B2C    -0.0500  -1.1000  -0.3500  m=(-1.0500, -0.3000)
ABC: 6 vertices; edge lengths in m plane (eV):
  B 0.2236, C 1.1180, AB 0.8944, BC 0.8485, AC 0.7826, A3B2C 1.0500
  area 1.4025, grid count 1.4016 eV^2
  area with elements only 3.3750 eV^2
  area in (mu_A, mu_B) plane 0.4675 eV^2
A3B2C: 4 vertices; edge lengths in m plane (eV):
  A 0.7826, AB 1.1314, AC 0.1414, ABC 1.0500
  area 0.4725, grid count 0.4725 eV^2
  area with elements only 3.6450 eV^2
  area in (mu_A, mu_B) plane 0.0788 eV^2
delta of ABC: 0.1333 eV/atom = 4.900 mHa/atom
delta of A3B2C: 0.0667 eV/atom = 2.450 mHa/atom
delta of AB2C: -0.0350 eV/atom = -1.286 mHa/atom
ABC competing mixture (atomic weights): C 0.1111, BC 0.2222, A3B2C 0.6667
ABC competing mixture energy: -0.3667 eV/atom
ABC largest margin at m=(-0.1000, 0.5000) eV
Tie lines: 15 in all, 6 on the rim (rays)
Inverse transform, largest error below 1e-9 eV: True
Four-phase facet at e(ABC)=-0.4667 eV/atom: 5 vertices
ABC area at delta=0.002 eV/atom: 4.8600e-04 eV^2
ABC area at delta=0.001 eV/atom: 1.2150e-04 eV^2
Ratio of these areas: 4.0000
```
